# The Vallarta-Rosen equation and its non-normalisable density at a point nucleus

## Result

For a neutral atom of nuclear charge $Z$, let $W(r)$ be minus the potential energy of an electron at distance $r$ from the nucleus. Write $W=2Z\chi/r$ and $r=bx$. In the relativistic Thomas-Fermi model, $\chi$ obeys the Vallarta-Rosen equation outside the nucleus,

$$\frac{d^2\chi}{dx^2}=\frac{\chi^{3/2}}{x^{1/2}}\left(1+\lambda\frac{\chi}{x}\right)^{3/2},\qquad \lambda=\left(\frac{4}{3\pi}\right)^{2/3}\alpha^2Z^{4/3},\tag{1}$$

with $b=\tfrac12(3\pi/4)^{2/3}Z^{-1/3}$. If the potential at a point nucleus is Coulombic, $\chi(0)=1$, the electron density behaves as

$$n(r)\to\frac{(Z\alpha)^3}{3\pi^2r^3}\qquad(r\to0),\tag{2}$$

and every sphere around the nucleus holds infinitely many electrons.

The second statement turns against its own premise: infinitely many electrons would destroy the Coulomb potential that was assumed. Equation (1) therefore has no solution with $\chi(0)=1$, and (2) is the density that a point nucleus would demand, not one that the model can supply.

**Conventions.** Rydberg atomic units are used: $\hbar=2m=e^2/2=1$. Lengths are in bohr and energies in Ry. Since $\alpha=e^2/(\hbar c)=2/c$, the speed of light is $c=2/\alpha$, and $2mc^2=c^2$. The model treats the electrons locally as a uniform degenerate gas with relativistic kinetic energy and static Coulomb interactions. Exchange, correlation, gradient corrections and magnetic interactions are left out.

## First derivation: stationary energy

**Density and kinetic energy.** At each point, momentum states are filled up to $p_F$. With two spin states and $(2\pi)^3$ of phase space per orbital state,

$$n=\frac{2}{(2\pi)^3}\frac{4\pi p_F^3}{3}=\frac{p_F^3}{3\pi^2},\qquad \tau=\frac1{\pi^2}\int_0^{p_F}p^2\,T(p)\,dp,\tag{3}$$

where $\tau$ is the kinetic energy per volume and

$$T(p)=\sqrt{c^2p^2+\tfrac14c^4}-\tfrac12c^2 .$$

**Variation.** The energy, with $e^2=2$, is

$$E[n]=\int\tau(n)\,d^3r-\int\frac{2Z}{r}n\,d^3r+\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The last term is $\tfrac12e^2=1$ times the double integral. Its variation produces two equal contributions. A multiplier $\mu$ fixes the electron number, so wherever $n>0$

$$\frac{d\tau}{dn}+V=\mu,\qquad V(\mathbf r)=-\frac{2Z}{r}+2\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.$$

From (3), $d\tau/dn=(d\tau/dp_F)/(dn/dp_F)=(p_F^2T/\pi^2)/(p_F^2/\pi^2)=T(p_F)$. Hence $T(p_F)=\mu-V$.

**The multiplier vanishes for a neutral atom.** If $\mu<0$, then $T\ge0$ requires $-V\ge|\mu|$ wherever there are electrons, so the cloud ends at a finite radius. Beyond that radius a neutral sphere has $V=0$, which contradicts the continuity of $V$. If $\mu>0$, there are two cases. A cloud that extends to infinity has $T\to\mu$ there, and its density does not vanish. A neutral cloud that ends abruptly at a finite radius has $T=\mu$ at its edge and satisfies the equation inside, but it needs a confining wall: moving an electron from the edge into the empty space outside, where $V=0$ and $d\tau/dn=0$, lowers the energy by $\mu$. Neither case describes a free atom. So $\mu=0$ and, with $W=-V$, $T(p_F)=W$.

Add $\tfrac12c^2$ to both sides of $T(p_F)=W$ and square:

$$W^2+c^2W+\tfrac14c^4=c^2p_F^2+\tfrac14c^4\quad\Longrightarrow\quad p_F^2=W\left(1+\frac{W}{c^2}\right).\tag{4}$$

**Poisson's equation.** Since $\nabla^2(1/|\mathbf r-\mathbf r'|)=-4\pi\delta(\mathbf r-\mathbf r')$, outside the nucleus $\nabla^2V=-8\pi n$. With $W=-V$ and (4),

$$\nabla^2W=8\pi n=\frac{8}{3\pi}\left[W\left(1+\frac{W}{c^2}\right)\right]^{3/2}.\tag{5}$$

**Scaling.** For a spherical function $\nabla^2W=r^{-1}d^2(rW)/dr^2$. Since $rW=2Z\chi$, the left side is $2Z\chi''/(b^3x)$, where a prime means $d/dx$. On the right $W=2Z\chi/(bx)$, and $W/c^2=\lambda\chi/x$ with $\lambda=2Z/(bc^2)$. Solving for $\chi''$,

$$\chi''=\frac{8}{3\pi}\,\frac{b^3x}{2Z}\left(\frac{2Z}{b}\right)^{3/2}\left(\frac{\chi}{x}\right)^{3/2}\left(1+\lambda\frac{\chi}{x}\right)^{3/2}
=\frac{8\sqrt{2Z}\,b^{3/2}}{3\pi}\,\frac{\chi^{3/2}}{x^{1/2}}\left(1+\lambda\frac{\chi}{x}\right)^{3/2}.$$

The prefactor is one if $b^{3/2}=3\pi/(8\sqrt{2Z})$, that is

$$b=\left(\frac{3\pi}{8}\right)^{2/3}(2Z)^{-1/3}=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3}.$$

Then $\lambda=2Z\alpha^2/(4b)=Z\alpha^2/(2b)$, which is the value in (1). As $c\to\infty$, $\lambda\to0$ and the ordinary Thomas-Fermi equation returns.

**Density at the nucleus.** Multiplying (4) by $r^2$ gives

$$r^2p_F^2=2Z\chi\,r+\left(\frac{2Z\chi}{c}\right)^2 .$$

If $\chi\to1$, the first term vanishes as $r\to0$ and the second tends to $(Z\alpha)^2$. So $p_F\to Z\alpha/r$, and (3) gives (2). The second term dominates for $r\ll r_c$, with $r_c=2Z/c^2$, the radius at which the bare Coulomb energy $2Z/r$ equals $2mc^2$.

The number of electrons between $\varepsilon$ and $a$, both far inside $r_c$, is

$$\int_\varepsilon^a4\pi r^2n\,dr\simeq\frac{4(Z\alpha)^3}{3\pi}\ln\frac a\varepsilon,\tag{6}$$

which diverges as $\varepsilon\to0$. In the nonrelativistic model $p_F^2=W$, so $n\propto r^{-3/2}$, and the count within $r$ is finite:

$$N(r)\simeq\frac{4}{3\pi}(2Z)^{3/2}\int_0^r r'^{1/2}dr'=\frac{8}{9\pi}(2Zr)^{3/2}.$$

The relativistic gas is denser because for large $W$ the momentum grows as $W/c$ instead of $\sqrt W$.

**No solution with $\chi(0)=1$.** Suppose that one exists. Then $\chi\ge\frac12$ on some interval $0<x\le a$. Dropping the 1 in the bracket of (1) lowers the right side, so

$$\chi''\ge\lambda^{3/2}\frac{\chi^3}{x^2}\ge\frac{k}{x^2},\qquad k=\frac{\lambda^{3/2}}8 .$$

Taylor's formula about $a$, with its integral remainder, gives

$$\chi(x)=\chi(a)-(a-x)\chi'(a)+\int_x^a(u-x)\chi''(u)\,du$$
$$\ge\chi(a)-(a-x)\chi'(a)+k\left[\ln\frac ax-1+\frac xa\right].$$

As $x\to0$ the logarithm drives the right side to infinity, which contradicts $\chi\to1$.

## Second derivation: balance of forces

This route uses no energy functional. It treats the electrons as a fluid held up by its degeneracy pressure.

**Pressure.** In an isotropic gas the pressure is one third of the sum of $pv$ over the electrons per volume, with velocity $v=dT/dp$:

$$P=\frac{1}{3\pi^2}\int_0^{p_F}p^3\frac{dT}{dp}\,dp .$$

Differentiating with respect to the upper limit,

$$\frac{dP}{dr}=\frac{p_F^3}{3\pi^2}\frac{dT(p_F)}{dp_F}\frac{dp_F}{dr}=n\,\frac{dT(p_F)}{dr}.$$

**Balance.** The pressure force per volume is $-dP/dr$. The electric force per volume is $-n\,dV/dr=n\,dW/dr$, which points inward. Their sum vanishes at rest:

$$n\frac{d}{dr}\left[W-T(p_F)\right]=0 .$$

So $W-T(p_F)$ is constant throughout the cloud. At the outer edge, finite or infinite, $n=0$ gives $T=0$, and neutrality gives $W=0$. The constant is zero, and $T(p_F)=W$ again leads to (4).

**Gauss's law.** Let $Q(r)$ be the net positive charge within $r$, in units of the elementary charge. An electron feels the radial force $-2Q/r^2$, so

$$\frac{dW}{dr}=-\frac{2Q}{r^2},\qquad \frac{dQ}{dr}=-4\pi r^2n .\tag{7}$$

Multiplying the first equation by $r^2$ and differentiating gives $(r^2W')'=-2\,dQ/dr=8\pi r^2n$, where primes here mean $d/dr$. This is (5), and the scaling above turns it into (1).

**Density at the nucleus.** A point nucleus with no electrons lodged on it means $Q\to Z$ as $r\to0$. Integrating (7) inward from $a$,

$$rW(r)=rW(a)+r\int_r^a\frac{2Q(r')}{r'^2}dr'\to2Z ,$$

because the integral is dominated by $r'$ near $r$, where $Q$ is close to $Z$. Equation (4) then gives $rp_F\to2Z/c=Z\alpha$, which is (2). Now (7) says

$$\frac{dQ}{d\ln r}=-4\pi r^3n\to-\frac{4(Z\alpha)^3}{3\pi}.\tag{8}$$

The slope tends to a nonzero constant while $\ln r\to-\infty$. Going inward, $Q$ grows without limit and cannot tend to $Z$. The premise fails, as in the first derivation.

## What each derivation assumes

Both take the local density (3), the relativistic kinetic energy, static Coulomb forces, spherical symmetry and neutrality. They differ in three respects.

- **Equilibrium.** The first demands that the total energy be stationary, which gives one constant $\mu$ for all regions of the cloud at once. The second demands local force balance with an isotropic pressure, which fixes the constant separately in each connected region. Neither shows that the energy is a minimum.
- **Finite energy.** The first needs an energy that can be varied. The density (2) does not provide one: at high density $\tau\propto n^{4/3}\propto r^{-4}$, so the kinetic energy outside a small radius $\varepsilon$ grows as $1/\varepsilon$. The nuclear attraction does not cancel it: there $\tau\simeq\tfrac34ncp_F$ and $cp_F\simeq2Z/r$, so the attraction is $-\tfrac43$ times the kinetic energy, and their sum also grows in magnitude as $1/\varepsilon$. The second needs balance at each $r>0$ and no finite total, so it gives meaning to (2) as a local statement.
- **The point nucleus.** The first puts it in as a potential, $rW\to2Z$. The second puts it in as an enclosed charge, $Q\to Z$, and derives the potential.

## A finite nucleus

Spread the nuclear charge over a sphere of radius $R$. Then $W$ stays finite at the centre, and so does $n$. For $R<r\ll r_c$, equations (3), (4) and (7) give

$$\frac{dQ}{d\ln r}=-\frac{4\alpha^3}{3\pi}(Z\chi)^3 .$$

Here $Z\chi=rW/2$ differs from $Q$ by the potential of the electrons further out:

$$Q-Z\chi=r\int_r^\infty4\pi r'n\,dr' .$$

The part of the integral with $n\propto r'^{-3}$ contributes about $4\pi r^3n$, which relative to $Z$ is $g=4\alpha^3Z^2/(3\pi)=\lambda^{3/2}$. The more distant electrons contribute a relative amount of order $r/b$. To leading order in these small quantities, $Z\chi$ may be replaced by $Q$. Then $d(Q^{-2})/d\ln r=-2Q^{-3}\,dQ/d\ln r$ is constant, and

$$\frac1{Q(r)^2}=\frac1{Q(R)^2}+\frac{8\alpha^3}{3\pi}\ln\frac rR .\tag{9}$$

At fixed $r$, this law sends $Q$ to zero as $R\to0$: the electrons gather at the nucleus and neutralise it. This is what replaces the missing point-nucleus solution.

## Example: osmium

For Os, $Z=76$ and $Z\alpha=0.5546$. Then $b=0.2090$ bohr, $\lambda=0.00968$, $g=9.526\times10^{-4}$ and $r_c=2.02\times10^{-3}$ bohr. By (6), a bare Coulomb potential holds $4(0.5546)^3/(3\pi)=0.0724$ electrons per factor $e$ in radius, or $0.0724\times2.303=0.167$ per decade.

The neutral-atom equation with a uniformly charged nucleus was solved by Newton's method for finite differences on a grid uniform in $\ln r$. For the chosen round radius $R=10^{-4}$ bohr, the model puts 0.046 electrons inside the nucleus and 0.37 within $r_c$. The nuclear radius of Os is nearer $1.3\times10^{-4}$ bohr, for which the counts are 0.046 and 0.35. These are counts of the model, not of the real atom; the last section shows how far they overshoot. Only $\ln(r_c/R)\approx3.0$ factors of $e$ separate the nuclear surface from $r_c$, so the logarithmic growth adds only a few tenths of an electron there.

Smaller radii are formal, and serve to show the limit. For $R=10^{-20}$ bohr, $nr^3$ is 0.00559 at $10^{-16}$ bohr and 0.00531 at $10^{-8}$ bohr, against the bare value $(Z\alpha)^3/(3\pi^2)=0.00576$. The local exponent of $n$ is $-3.003$ at both places. The small excess over 3 is screening: $n\propto Q^3/r^3$ gives the exponent $-3-3g(Q/Z)^2$, and $3g=0.0029$.

The number of electrons within $10^{-4}$ bohr, from the solution and from (9) with the computed $Q(R)$, is:

| $R$ (bohr) | solution | law (9) |
|---|---|---|
| $10^{-8}$ | 0.703 | 0.700 |
| $10^{-20}$ | 2.572 | 2.573 |
| $10^{-100}$ | 12.255 | 12.273 |

Law (9) neglects two corrections of opposite sign. The term $2Z\chi\,r$ in $r^2p_F^2$ adds electrons near $10^{-4}$ bohr, where $r/r_c\approx0.05$, by about $4\alpha Q^2r/\pi$ to first order in $r/r_c$, that is 0.0053, 0.0050 and 0.0038 electrons in the three rows. The inequality $Z\chi<Q$ lowers the rate $|dQ/d\ln r|$ by a relative amount of order $3g$, a loss that grows with $\ln(r/R)$ over the range of the table. The first prevails in the top row and the second in the bottom row; in the middle row they largely cancel, so its very close agreement is partly accidental.

The last row can be followed by hand. Since $8\alpha^3/(3\pi)=2g/Z^2$ and $\ln10^{96}=221.0$, setting $Q(R)\approx Z$ gives

$$Q\approx\frac{76}{\sqrt{1+2(9.526\times10^{-4})(221.0)}}=\frac{76}{\sqrt{1.421}}\approx63.8,$$

so about 12.2 electrons lie inside. In the nonrelativistic model the count is $5.30\times10^{-4}$ for both $R=10^{-8}$ and $R=10^{-20}$ bohr: it has converged.

The exterior solution for $R=10^{-4}$ bohr can also be continued inward as if no nuclear sphere were there. Law (9), read inward, makes $Q$ infinite after $Z^2/(2gQ(R)^2)\approx526$ factors of $e$. Numerical integration of (1) finds that $\chi$ diverges after 536, near $10^{-237}$ bohr. The solution does not reach $r=0$.

## Where the local picture breaks down

A local Fermi gas requires the wavelength to change little over its own length, or $|d(1/p_F)/dr|\ll1$. For $r\ll r_c$, $1/p_F=r/(Z\alpha)$, whose derivative is $1/(Z\alpha)$, or 1.80 for Os. The condition fails throughout the region that produces the divergence.

The Dirac equation shows what a wave treatment does there. For an s state near a point nucleus, the radial functions obey $rG'=G+Z\alpha F$ and $rF'=-Z\alpha G-F$ to leading order. Setting both proportional to $r^\gamma$ gives $(\gamma-1)(\gamma+1)=-(Z\alpha)^2$, so $\gamma=\sqrt{1-(Z\alpha)^2}$ for the regular solution when $Z\alpha<1$. The density $(G^2+F^2)/r^2$ behaves as $r^{2\gamma-2}$. For Os, $\gamma=0.832$ and the exponent is $-0.336$, which is integrable. The $r^{-3}$ law thus belongs to the local approximation, not to a relativistic electron in a Coulomb field with $Z\alpha<1$. The size of the failure can be estimated from the unscreened 1s state of a point nucleus, for which $G^2+F^2\propto r^{2\gamma}e^{-2Zr}$. Its two electrons put about $2(2Zr)^{2\gamma+1}/\Gamma(2\gamma+2)\approx7\times10^{-6}$ electrons within $r=10^{-4}$ bohr, and, with the exponential kept, about 0.017 within $r_c$. The higher shells add roughly a quarter more. The model's counts of 0.046 and 0.37 are larger by a factor of thousands and by a factor of about 20.
